# Edge bonds and the gap of armchair graphene ribbons: verification in Python

```python
# Result under test: an armchair graphene ribbon with N = 3p+2 dimer lines is
# gapless for uniform nearest-neighbour hopping t; edge dimer bonds changed to
# (1+delta)t open a gap 2|delta|t/(p+1) to first order in delta.
# Symbols: a = bond length, period 3a, k = wave number along the ribbon,
# A and B = sublattices. Inside the functions a = 1 and t = 1 unless stated.
# The Hamiltonian is built from atomic coordinates and interatomic distances.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq


def separations(n_lines, cell):
    """Distances from A atoms in cell 0 to B atoms in the given cell."""
    line = np.arange(n_lines)
    x_a = 1.5 * (line % 2)
    y = line * np.sqrt(3) / 2
    dx = x_a[None, :] + 1 + 3 * cell - x_a[:, None]
    dy = y[None, :] - y[:, None]
    return np.hypot(dx, dy)


def hamiltonian(n_lines, k, dimer=0.0, slant=0.0, third=0.0):
    """Bloch matrix; dimer, slant = relative changes of edge bonds."""
    block = np.zeros((n_lines, n_lines), complex)
    last = n_lines - 1
    for cell in (-1, 0, 1):
        dist = separations(n_lines, cell)
        hop = np.isclose(dist, 1).astype(float)
        for i in (0, last):
            hop[i, i] *= 1 + dimer
        if slant:
            for i, j in ((0, 1), (last - 1, last)):
                hop[i, j] *= 1 + slant
                hop[j, i] *= 1 + slant
        hop += third * np.isclose(dist, 2)
        block += hop * np.exp(3j * k * cell)
    zero = np.zeros_like(block)
    return -np.block([[zero, block], [block.conj().T, zero]])


K_GRID = np.concatenate(([0.0], np.logspace(-6, 0, 60) * np.pi / 3))


def gap(n_lines, **changes):
    """Smallest direct gap over k, and the k where it occurs."""
    values = []
    for k in K_GRID:
        e = np.linalg.eigvalsh(hamiltonian(n_lines, k, **changes))
        values.append(e[n_lines] - e[n_lines - 1])
    best = int(np.argmin(values))
    return values[best], K_GRID[best]


# Uniform ribbon: complete spectrum against the standing-wave formula
for n in range(2, 13):
    theta = np.arange(1, n + 1) * np.pi / (n + 1)
    for k in (0.0, 0.31, 0.87):
        c = np.cos(theta)
        square = 1 + 4 * np.cos(1.5 * k) * c + 4 * c**2
        e = np.sqrt(np.maximum(square, 0))
        formula = np.sort(np.concatenate((-e, e)))
        numeric = np.linalg.eigvalsh(hamiltonian(n, k))
        assert np.allclose(formula, numeric, atol=1e-7)
    uniform_gap = gap(n)[0]
    if n % 3 == 2:
        assert uniform_gap < 1e-12
    else:
        assert uniform_gap > 0.1

# Edge perturbations of either sign, and the band near its edge
small = 1e-4
for p in range(0, 6):
    n = 3 * p + 2
    for delta in (small, -small):
        value, k_min = gap(n, dimer=delta)
        assert abs(value - 2 * abs(delta) / (p + 1)) < delta**2
        # near k = 0 the gap is flat to rounding, so allow tiny k
        assert k_min < 1e-5
        shift = delta / (p + 1)
        for phi in (0.5 * small, 2 * small):
            e = np.linalg.eigvalsh(hamiltonian(n, phi / 1.5, dimer=delta))[n]
            band = np.sqrt(shift**2 + 4 * (1 + shift) * np.sin(phi / 2)**2)
            assert abs(e - band) < 2 * delta**2
    value = gap(n, third=small)[0]
    assert abs(value - 2 * small / (p + 1)) < 10 * small**2
    if p > 0:
        value = gap(n, slant=small)[0]
        assert abs(value - 4 * small / (p + 1)) < 10 * small**2
        assert gap(n, dimer=2 * small, slant=small)[0] < 10 * small**2
    # even part in delta isolates the second-order energy coefficient
    d = 0.01
    second = (gap(n, dimer=d)[0] - gap(n, dimer=-d)[0]) / (4 * d**2)
    assert abs(second + p / (2 * (p + 1)**2)) < 1e-3


def phase_root(p, delta):
    """Angle of the band-edge standing wave with changed edge bonds."""
    n = 3 * p + 2

    def mismatch(angle):
        eta = np.arctan2(delta * np.sin(angle), 1 - delta * np.cos(angle))
        return (n + 1) * angle + 2 * eta - 2 * (p + 1) * np.pi

    centre, half = 2 * np.pi / 3, np.pi / (2 * (n + 1))
    return brentq(mismatch, centre - half, centre + half, xtol=1e-14)


for p in range(0, 6):
    for delta in (0.12, -0.12):
        from_phase = 2 * abs(1 + 2 * np.cos(phase_root(p, delta)))
        full, k_min = gap(3 * p + 2, dimer=delta)
        assert abs(from_phase - full) < 1e-10
        assert k_min < 1e-5

# Worked example: rough typical graphene values
p, t, delta, a_nm, t3, temp = 3, 2.7, 0.12, 0.142, 0.2, 300.0
n = 3 * p + 2
width = (n - 1) * np.sqrt(3) / 2 * a_nm
first = 2 * delta * t / (p + 1)
second = first - p * delta**2 * t / (p + 1)**2
full = t * gap(n, dimer=delta)[0]
assert abs(second - full) < abs(first - full)
with_third = t * gap(n, dimer=delta, third=t3 / t)[0]
only_third = t * gap(n, third=t3 / t)[0]
first_third = 2 * (delta * t + t3) / (p + 1)

# Edge weight of the numerical zero-energy pair, summed over both states
energy, vec = np.linalg.eigh(hamiltonian(n, 0.0))
pair = vec[:, n - 1:n + 1]
edge_sites = [0, n - 1, n, 2 * n - 1]
edge_weight = np.sum(np.abs(pair[edge_sites])**2) / 2
assert abs(edge_weight - 1 / (p + 1)) < 1e-10

# Thermal electrons per length, Fermi level at midgap, two spins
kt = const.k * temp / const.e
k_therm = (np.arange(2000) + 0.5) * np.pi / 3 / 2000
occupation = 0.0
for k in k_therm:
    e = t * np.linalg.eigvalsh(hamiltonian(n, k, dimer=delta))[n:]
    occupation += np.sum(1 / (np.exp(e / kt) + 1)) / len(k_therm)
carriers_um = 2 * occupation / (3 * a_nm * 1e-3)

# One-pass exchange from filled bands; charge is uniform, so no Hartree term
kappa, soft_nm = 4.0, 0.10
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm


def exchange_gap(n_cells):
    """Gap with exchange, and its signed first-order part, in eV."""
    cells = np.arange(n_cells) - n_cells // 2
    k_ring = 2 * np.pi * cells / (3 * n_cells)
    density_k = []
    for k in k_ring:
        v = np.linalg.eigh(hamiltonian(n, k, dimer=delta))[1][:, :n]
        density_k.append((v @ v.conj().T)[:n, n:])
    density_k = np.array(density_k)
    phases = np.exp(-3j * np.outer(cells, k_ring)) / n_cells
    density = np.tensordot(phases, density_k, axes=(1, 0))
    dist = np.array([separations(n, c) for c in cells]) * a_nm
    fock = -coulomb / (kappa * np.sqrt(dist**2 + soft_nm**2)) * density
    gaps = []
    for k in K_GRID:
        block = np.tensordot(np.exp(3j * k * cells), fock, axes=(0, 0))
        h = t * hamiltonian(n, k, dimer=delta)
        h[:n, n:] += block
        h[n:, :n] += block.conj().T
        e = np.linalg.eigvalsh(h)
        gaps.append(e[n] - e[n - 1])
    mode = np.sin(2 * np.pi * np.arange(1, n + 1) / 3)
    mode /= np.linalg.norm(mode)
    signed = -2 * np.real(mode @ fock.sum(axis=0) @ mode)
    return min(gaps), signed


exchange_full, exchange_signed = exchange_gap(801)
assert abs(exchange_full - exchange_gap(401)[0]) < 2e-3

print(f"dimer lines N = {n}, p = {p}")
print(f"hopping t = {t:.2f} eV, delta = {delta:.2f}")
print(f"bond length = {a_nm:.3f} nm, period = {3 * a_nm:.3f} nm")
print(f"width between edge atom rows = {width:.3f} nm")
print(f"edge weight of zero mode = {edge_weight:.4f}")
print(f"uniform gap N={n}: {abs(t * gap(n)[0]):.6f} eV")
for other in (n - 2, n - 1, n + 1, n + 2):
    print(f"uniform gap N={other}: {t * gap(other)[0]:.4f} eV")
print(f"first-order gap = {first:.4f} eV = {1000 * first:.1f} meV")
print(f"gap through second order = {second:.4f} eV")
print(f"full tight-binding gap = {full:.4f} eV = {1000 * full:.1f} meV")
print(f"first-order excess = {100 * (first / full - 1):.2f} percent")
print(f"band-edge angle = {np.degrees(phase_root(p, delta)):.4f} deg")
weak = t * gap(n, dimer=-delta)[0]
print(f"full gap for delta = {-delta:.2f}: {weak:.4f} eV")
print("trend with width: N, first-order gap, full gap (eV)")
for q in range(0, 6):
    m = 3 * q + 2
    print(f"{m:3d} {2 * delta * t / (q + 1):.4f} "
          f"{t * gap(m, dimer=delta)[0]:.4f}")
print(f"third-neighbour hopping t3 = {t3:.2f} eV")
print(f"first-order gap with delta and t3 = {first_third:.4f} eV")
print(f"full gap with delta and t3 = {with_third:.4f} eV")
print(f"full gap with t3 alone = {only_third:.4f} eV")
print(f"temperature = {temp:.0f} K, kT = {kt:.5f} eV")
print(f"full gap / kT = {full / kt:.2f}")
print(f"thermal electrons = {carriers_um:.2f} per um")
print(f"exchange: screening = {kappa:.1f}, softening = {soft_nm:.2f} nm")
print(f"exchange first-order gap part = {exchange_signed:+.3f} eV")
print(f"gap with one-pass exchange = {exchange_full:.3f} eV")
print("done: every assertion held")
```

It prints:

```
dimer lines N = 11, p = 3
hopping t = 2.70 eV, delta = 0.12
bond length = 0.142 nm, period = 0.426 nm
width between edge atom rows = 1.230 nm
edge weight of zero mode = 0.2500
uniform gap N=11: 0.000000 eV
uniform gap N=9: 0.9481 eV
uniform gap N=10: 0.9135 eV
uniform gap N=12: 0.7351 eV
uniform gap N=13: 0.7141 eV
first-order gap = 0.1620 eV = 162.0 meV
gap through second order = 0.1547 eV
full tight-binding gap = 0.1547 eV = 154.7 meV
first-order excess = 4.70 percent
band-edge angle = 119.0566 deg
full gap for delta = -0.12: 0.1693 eV
trend with width: N, first-order gap, full gap (eV)
  2 0.6480 0.6480
  5 0.3240 0.3143
  8 0.2160 0.2074
 11 0.1620 0.1547
 14 0.1296 0.1234
 17 0.1080 0.1026
third-neighbour hopping t3 = 0.20 eV
first-order gap with delta and t3 = 0.2620 eV
full gap with delta and t3 = 0.2430 eV
full gap with t3 alone = 0.0972 eV
temperature = 300 K, kT = 0.02585 eV
full gap / kT = 5.99
thermal electrons = 3.31 per um
exchange: screening = 4.0, softening = 0.10 nm
exchange first-order gap part = +0.259 eV
gap with one-pass exchange = 0.402 eV
done: every assertion held
```
